# Saturation Transconductance of an Ideal Organic Electrochemical Transistor, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. Charge in the film and current along it

### Definitions and conventions

An organic electrochemical transistor has a channel made of a polymer film that conducts both holes and ions. The film has width $W$, length $L$ and thickness $d$. It lies on an insulating substrate and is covered by an electrolyte, and the gate electrode is immersed in that electrolyte. The coordinate $x$ runs from the source at $x = 0$ to the drain at $x = L$. The coordinate $z$ runs from the substrate at $z = 0$ to the electrolyte at $z = d$.

The device treated here is p-type and works in accumulation: holes enter the film when the gate is made sufficiently negative. The source is the zero of voltage, the gate is at $V_G$, and the drain is at $V_D < 0$. Currents are given as magnitudes. The symbol $q$ is the elementary charge.

Let $V(x)$ be the electrochemical potential of the holes divided by $q$, measured from the source. Ohmic contacts without resistance give $V(0) = 0$ and $V(L) = V_D$. The threshold voltage $V_T$ is the gate voltage at which holes begin to enter the film next to the source. The overdrive at the source is

$$ U = V_T - V_G > 0 , $$

and the local overdrive is

$$ u(x) = V_T - V_G + V(x) = U + V(x) . $$

It falls from $U$ at the source to $U - |V_D|$ at the drain. A more negative gate raises $U$, so the transconductance is

$$ g_m = \left| \frac{\partial I}{\partial V_G} \right| = \frac{\partial I}{\partial U} , $$

with $V_D$ held fixed. Everything below concerns the steady state.

### First case: a nearly uniform channel

Suppose that $|V_D|$ is much smaller than $U$. The overdrive is then nearly $U$ everywhere. Suppose also that each unit volume of film holds the hole charge

$$ \rho = C^* u , $$

where $C^*$ is the volumetric capacitance, a charge per volume and per volt. With hole mobility $\mu$, the conductivity is $\mu \rho = \mu C^* U$. The film is a resistor of cross-section $W d$ and length $L$, so

$$ I = \frac{W d}{L} \, \mu C^* U \, |V_D| , \qquad g_m = \frac{W d}{L} \, \mu C^* |V_D| . $$

The transconductance is already proportional to $d$, $\mu$ and $C^*$. The two material factors have different origins: $C^*$ says how much charge the gate adds, and $\mu$ says how well that charge moves.

The factor $d$ depends on the assumption that every unit volume is charged. Suppose instead that the gate could supply a charge per area $Q_A$ that did not depend on thickness. The mean charge density would be $Q_A / d$, and the conductance would be

$$ \frac{W d}{L} \, \mu \, \frac{Q_A}{d} = \frac{W}{L} \, \mu \, Q_A . $$

The thickness would cancel. The charge law $\rho = C^* u$ therefore carries the whole claim about thickness, and it has to be derived.

### The charge law for holes and ions

Let $\psi$ be the electrostatic potential in the film. The hole electrochemical potential, divided by $q$, is the sum of $\psi$ and a chemical part that rises with hole density. Over the working range the chemical part is taken as linear in the hole charge density $\rho_h$:

$$ V = \psi + \zeta_0 + \frac{\rho_h}{c_h} . $$

Here $\zeta_0$ is a constant, and $c_h$ is the chemical capacitance of the holes per volume. A large $c_h$ means that many holes can be added for a small rise in chemical potential.

The electrolyte has a uniform potential $\psi_e$, because no ionic current flows in the steady state. The gate is taken as non-polarizable, which means that the step between gate and electrolyte is a constant $b$ that does not change with charge. Hence $\psi_e = V_G + b$. Measure the film potential from the electrolyte by writing $\varphi = \psi - \psi_e$. Solving the linear law for the hole charge gives

$$ \rho_h = c_h ( V - \psi - \zeta_0 ) = c_h ( V - V_G - b - \zeta_0 - \varphi ) . $$

With the threshold identified as $V_T = - b - \zeta_0$, this becomes

$$ \rho_h = c_h ( u - \varphi ) . $$

In this model the threshold contains no thickness. For $u < 0$ there are no holes, and the linear law is replaced by $\rho_h = 0$.

The ions in the film are in equilibrium with the electrolyte. A positive film potential draws anions in and pushes cations out, so the net ionic charge is negative. To linear order,

$$ \rho_i = - c_i \varphi , $$

where $c_i$ is the chemical capacitance of the ions per volume. This form assumes that the film holds no net ionic charge when it is at the potential of the electrolyte. For ideal dilute ions the linear law holds only while $\varphi$ is small compared with the thermal voltage, about 26 mV. Using it with a constant $c_i$ at larger $\varphi$, as is done below, is a model assumption. If ions cannot enter the film, $c_i = 0$.

### Charge across the thickness

In the steady state no hole current flows along $z$, so $V$, and with it $u$, does not depend on $z$. Poisson's equation with permittivity $\varepsilon$ is

$$ \frac{d^2 \varphi}{d z^2} = - \frac{\rho_h + \rho_i}{\varepsilon} = \frac{ ( c_h + c_i ) \varphi - c_h u }{ \varepsilon } . $$

The second derivative along $x$ has been dropped. Its size will be compared with the retained terms once the screening length is known. Define

$$ \lambda^2 = \frac{ \varepsilon }{ c_h + c_i } , \qquad \varphi_b = \frac{ c_h u }{ c_h + c_i } . $$

The equation then reads $\varphi'' = ( \varphi - \varphi_b ) / \lambda^2$, with the general solution

$$ \varphi = \varphi_b + A \cosh \frac{z}{\lambda} + B \sinh \frac{z}{\lambda} . $$

The substrate carries no charge and no field, so $\varphi'(0) = 0$ and therefore $B = 0$. The electrolyte is treated as an ideal conductor, so $\varphi(d) = 0$ and $A = - \varphi_b / \cosh ( d / \lambda )$. The result is

$$ \varphi = \varphi_b \left[ 1 - \frac{ \cosh ( z / \lambda ) }{ \cosh ( d / \lambda ) } \right] . $$

Since $0 \le \varphi < \varphi_b \le u$, the hole density is nowhere negative, and the linear law is consistent.

The hole charge per area is the integral of $\rho_h$ over $z$. The integral of the potential is

$$ \int_0^d \varphi \, dz = \varphi_b \left( d - \lambda \tanh \frac{d}{\lambda} \right) , $$

because the integral of $\cosh ( z / \lambda )$ is $\lambda \sinh ( z / \lambda )$. Hence

$$ Q_A = c_h u d - \frac{ c_h^2 u }{ c_h + c_i } \left( d - \lambda \tanh \frac{d}{\lambda} \right) . $$

The terms proportional to $d$ combine through

$$ c_h - \frac{ c_h^2 }{ c_h + c_i } = \frac{ c_h c_i }{ c_h + c_i } . $$

The charge is therefore $Q_A = C_A u$, with the capacitance per area

$$ C_A = C^* d + \frac{ c_h^2 }{ c_h + c_i } \, \lambda \tanh \frac{d}{\lambda} , \qquad C^* = \frac{ c_h c_i }{ c_h + c_i } . $$

The first term is volume charging. The second comes from a layer of width $\lambda$ next to the electrolyte. The volumetric capacitance is the series combination of $c_h$ and $c_i$: the overdrive is shared between a step $u - \varphi_b$ that adds holes and a step $\varphi_b$ that adds ions, and in the neutral interior both steps store the same charge density. Raising $c_h$ alone therefore does not raise $C^*$ in proportion.

### Limits of the charge law

First, let ions be kept out, with $c_h$, $\varepsilon$ and $u$ unchanged. Then $c_i = 0$, $C^* = 0$ and

$$ C_A = c_h \lambda_0 \tanh \frac{d}{\lambda_0} , \qquad \lambda_0 = \sqrt{ \frac{\varepsilon}{c_h} } . $$

For $d \gg \lambda_0$ this tends to $c_h \lambda_0$, which does not depend on thickness. Holes of the same mobility now fill only a surface layer, as in a field-effect transistor, and there are far fewer of them than in a thick film that ions enter. This comparison isolates the cause of the factor $d$: ions must enter the film and neutralize the holes throughout it.

Second, let the film be much thinner than $\lambda$. Then $\lambda \tanh ( d / \lambda )$ tends to $d$, and

$$ C_A \to \frac{ c_h c_i + c_h^2 }{ c_h + c_i } \, d = c_h d . $$

A film this thin is charged throughout even without ions, because there is no room for screening. Proportionality to $d$ in this range would not show that ions enter.

Third, let $d \gg \lambda$ with ions present. The ratio of the surface term to the volume term is

$$ \frac{ c_h^2 \lambda }{ c_h + c_i } \cdot \frac{ c_h + c_i }{ c_h c_i d } = \frac{ c_h }{ c_i } \, \frac{ \lambda }{ d } . $$

Volume charging dominates when $d \gg \lambda c_h / c_i$.

The example uses rough values for a micrometre-scale polymer transistor in dilute salt water: $c_h = 150$ F/cm³, $c_i = 300$ F/cm³, a relative permittivity of 5 and $d = 100$ nm. The volumetric capacitance is

$$ C^* = \frac{ 150 \times 300 }{ 450 } = 100 \ \mathrm{F/cm^3} , $$

and $C^* d = 100 \times 10^{-5}$ F/cm² $= 1000$ µF/cm². The screening length is $\lambda = 0.31$ nm, so the surface term adds $( 150 / 300 )( 0.314 / 100 ) = 0.16$ % to the volume term. With ions kept out, the screening length is 0.54 nm and the capacitance is 8.2 µF/cm², smaller by a factor of about 120.

Both screening lengths are below the size of a molecular layer, where a continuous charge density is a crude description. They mean that surface charging reaches about the outermost layer of molecules. The figure of 8.2 µF/cm² also leaves out the double layer on the electrolyte side, which would act in series and lower it, to between 4.5 and 5.8 µF/cm² for a double layer of 10 to 20 µF/cm². At an overdrive of 0.30 V the field at the surface would be about 5.5 MV/cm, so large that a constant permittivity is itself doubtful. The figure serves only as an order of magnitude.

The neglected derivative along $x$ can now be sized. Where $\varphi$ varies over the length $L$, the dropped term is smaller than the retained ones by about $( \lambda / L )^2$. For $L = 10$ µm this is about $10^{-9}$. In saturation the estimate fails at the drain, where $u$ changes rapidly. With the profile and the overdrive of 0.30 V used in Part 2, the dropped term reaches the size of the retained ones only about 0.2 nm from the drain. The sharp threshold law loses its validity earlier, about 70 nm from the drain, where $u$ falls to the thermal voltage.

### Current along the channel

For a general drain voltage, $u$ varies along the channel. The hole current density is driven by the gradient of the electrochemical potential:

$$ J = - \mu \rho_h \frac{dV}{dx} . $$

This includes both drift and diffusion. To see it, insert $V = \psi + \zeta_0 + \rho_h / c_h$:

$$ J = - \mu \rho_h \frac{d\psi}{dx} - \frac{ \mu \rho_h }{ c_h } \frac{ d\rho_h }{ dx } . $$

The first term is drift, and the second is diffusion with the coefficient $\mu \rho_h / c_h$. In the neutral interior $\varphi = c_h u / ( c_h + c_i )$, so drift carries the fraction $c_h / ( c_h + c_i )$ of the current. With the values above this is one third, and diffusion carries the other two thirds. This split rests on the linear law for the ions and can be quite different in a real film. The derivation needs only their sum.

From here on the surface term is dropped, and the conductivity is written as $\sigma(u)$, with $\sigma = \mu C^* u$ for constant mobility and capacitance. Since $V_T - V_G$ does not depend on $x$, $dV/dx = du/dx$. The total current is

$$ I = W d \, \sigma(u) \left( - \frac{du}{dx} \right) . $$

No holes are lost to the electrolyte, so $I$ is the same at every $x$. Integrating from source to drain turns the left side into $I L$ and the right side into an integral over $u$:

$$ I = \frac{W d}{L} \int_{ U - |V_D| }^{ U } \sigma(u) \, du . $$

For $|V_D| < U$ and $\sigma = \mu C^* u$, the integral is

$$ \frac{ \mu C^* }{2} \left[ U^2 - ( U - |V_D| )^2 \right] = \mu C^* \left( U |V_D| - \frac{ V_D^2 }{2} \right) . $$

For $|V_D| \ll U$ the quadratic term is negligible, and the current of the nearly uniform channel returns. The derivative with respect to $U$ is $( W d / L ) \mu C^* |V_D|$. The transconductance found for the first case therefore holds in this model up to $|V_D| = U$.

## Part 2. Saturation, the worked example and the limits of the law

When ions enter a film much thicker than the surface layer, the gate charges it through its whole thickness, and in this model the transconductance up to $|V_D| = U$ is proportional to $d$, $\mu$ and $C^*$. What remains is saturation, a worked example and the effects that limit this law.
